\section*{The Leading Soft-Photon Theorem as a Ward Identity at Null Infinity}

\section{Two numbers that cancel}

An electron and a muon, both of charge $-e$, scatter through $60^\circ$ with centre-of-mass momentum $1.0$ MeV. Take the Coulomb field that each particle carries to light-like infinity, weight its radial flux with $n_z$ (for the incoming particles, whose flux is taken in the far past, with the antipodal weight $-n_z$, as explained below), and subtract the incoming total from the outgoing one. The result is $+0.3724\,e$. Now take the Feynman amplitudes for the same scattering with one very soft photon emitted or absorbed, and integrate them over photon directions with the weight derived below. The result is $-0.3724\,e$. The first number is computed without any soft photon, the second without the Coulomb flux at infinity. Why do they cancel?

I use $\hbar=c=1$ and Heaviside--Lorentz charges, since atomic units are unnatural for light-like infinity. Here $\mathbf n$ is a unit vector, $\mathbf D$ the gradient or divergence on the unit sphere, and $\perp$ the part of a vector tangent to the sphere. Particle $k$ has charge $q_k$, energy $E_k$, momentum $\mathbf p_k$, velocity $\mathbf v_k=\mathbf p_k/E_k$, and $\eta_k=+1$ if outgoing, $-1$ if incoming.

\section{Simple case: a classical charge is deflected}

Future null infinity is $r\to\infty$ at fixed $u=t-r$. There
\[
r^2E_r\to W(u,\mathbf n),\qquad r\mathbf E_\perp\to\mathbf f(u,\mathbf n)=-\partial_u\mathbf a .
\]
Here $\mathbf a=\lim r\mathbf A_\perp$; a scalar potential of order $1/r$ has an angular gradient of order $1/r^2$ and does not contribute. Gauss's law reads
\[
\frac1{r^2}\partial_r(r^2E_r)\Big|_t+\frac1r\mathbf D\cdot\mathbf E_\perp=\rho .
\]
Since $\partial_r|_t=\partial_r|_u-\partial_u$, the terms of order $r^{-2}$ give
\begin{equation}
\partial_uW=-\partial_u\mathbf D\cdot\mathbf a-J,\qquad J=\lim r^2\rho .
\label{constraint}
\end{equation}
$J$ is the flux of massless charge. Massive charges never reach $r=\infty$ at finite $u$, so for them $J=0$.

For a uniformly moving charge, boosting the Coulomb field gives, with $\mathbf R=\mathbf x-\mathbf vt$ and $\gamma=(1-v^2)^{-1/2}$,
\[
\mathbf E=\frac{q\gamma\mathbf R}{4\pi[\gamma^2R_\parallel^2+R_T^2]^{3/2}},
\]
where $\parallel$ and $T$ refer to $\mathbf v$. At $t=u+r$, $\mathbf R\simeq r(\mathbf n-\mathbf v)$. With $c=\mathbf n\cdot\hat{\mathbf v}$ the bracket is $r^2$ times
\[
\gamma^2[(c-v)^2+(1-v^2)(1-c^2)]=\gamma^2(1-vc)^2 ,
\]
and the radial part of $\mathbf R$ is $r(1-vc)$. Hence
\begin{equation}
W=\frac{q}{4\pi}w(\mathbf n),\qquad w=\frac{1-v^2}{(1-\mathbf n\cdot\mathbf v)^2}.
\label{flux}
\end{equation}
The Li\'enard--Wiechert potential of this charge is $\mathbf A\simeq q\mathbf v/[4\pi r(1-\mathbf n\cdot\mathbf v)]$. A collision therefore changes $\mathbf a$ between early and late $u$ by
\begin{equation}
\Delta\mathbf a=\frac{\mathbf V}{4\pi},\qquad
\mathbf V=\sum_k\eta_kq_k\frac{\mathbf p_{k\perp}}{E_k-\mathbf n\cdot\mathbf p_k}.
\label{memory}
\end{equation}

The constraint must relate \eqref{memory} to \eqref{flux}. Let $x=\mathbf n\cdot\mathbf v$. On the sphere $\mathbf Dx=\mathbf v_\perp$, $|\mathbf Dx|^2=v^2-x^2$ and $D^2x=-2x$, so
\begin{align}
\mathbf D\cdot\frac{\mathbf v_\perp}{1-x}
&=\frac{v^2-x^2}{(1-x)^2}-\frac{2x}{1-x}
=\frac{v^2+x^2-2x}{(1-x)^2}\nonumber\\
&=\frac{(1-x)^2-(1-v^2)}{(1-x)^2}=1-w .
\label{identity}
\end{align}
Summing over particles, the constant 1 multiplies $\sum\eta_kq_k=0$, and
\begin{equation}
\mathbf D\cdot\mathbf V=-\sum_k\eta_kq_kw_k .
\label{divV}
\end{equation}
Thus $\mathbf D\cdot\Delta\mathbf a=-\Delta W$, as \eqref{constraint} demands.

This was tested on the full field of a unit charge whose velocity changes smoothly. At one direction and moment, $\partial_uW$ and $\mathbf D\cdot\mathbf f$ are both $0.108497$. The time-integrated radiation field has magnitude $0.041748$, equal to that of \eqref{memory} at the printed precision.

\section{From a constraint to a conserved charge}

Past null infinity is $r\to\infty$ at fixed $s=t+r$. There $\mathbf R\simeq r(\mathbf n+\mathbf v)$, so $\mathbf v$ changes sign in \eqref{flux}:
\begin{equation}
W^-(\mathbf n)=W^+(-\mathbf n).
\label{match}
\end{equation}
For a test charge, the future flux along $\mathbf n$ and the past flux along $-\mathbf n$ are both $0.039947$, while the past flux along $\mathbf n$ itself is $0.041238$. The matching is antipodal.

In a collision without incoming radiation, both the limit $u\to-\infty$ of the future field and the limit $s\to+\infty$ of the past field are fields of the incoming charges, so \eqref{match} holds there. With general incoming radiation I assume it. Then for any smooth $\varepsilon(\mathbf n)$
\begin{align}
Q^+_\varepsilon&=\int d^2n\,\varepsilon(\mathbf n)W^+(u\to-\infty,\mathbf n),\nonumber\\
Q^-_\varepsilon&=\int d^2n\,\varepsilon(-\mathbf n)W^-(s\to+\infty,\mathbf n)
\label{charges}
\end{align}
are equal. Integrating \eqref{constraint} over $u$ splits the future charge:
\begin{equation}
Q^+_\varepsilon=\underbrace{\int d^2n\,\varepsilon\Big[W^+(+\infty)+\int du\,J\Big]}_{Q_H^+}
+\underbrace{\int d^2n\,\varepsilon\,\mathbf D\cdot\Delta\mathbf a^+}_{Q_S^+}.
\label{split}
\end{equation}
In the past $\partial_r|_t=\partial_r|_s+\partial_s$, so $\partial_sW^-=\partial_s\mathbf D\cdot\mathbf a^-+J^-$ and
\begin{equation}
Q^-_\varepsilon=Q_H^-+\int d^2n\,\varepsilon(-\mathbf n)\mathbf D\cdot\Delta\mathbf a^-(\mathbf n),
\label{splitpast}
\end{equation}
where $Q_H^-$ contains $W^-(s\to-\infty)$ and $\int ds\,J^-$.

\subsection*{The hard part and its limits}

A massive particle of definite momentum, incoming or outgoing, contributes
\begin{equation}
Q_H=q\int\frac{d^2n}{4\pi}\,\varepsilon(\mathbf n)\frac{1-v^2}{(1-\mathbf n\cdot\mathbf v)^2}.
\label{hard}
\end{equation}
For incoming particles the two antipodal signs compensate after $\mathbf n\to-\mathbf n$. Substitute $c=(c'+v)/(1+vc')$, the aberration formula. Then $1-vc=(1-v^2)/(1+vc')$ and $dc=(1-v^2)dc'/(1+vc')^2$, so $w\,dc=dc'$. The hard charge is $q$ times the average of $\varepsilon$ over the sky seen in the particle's rest frame. A slow particle averages $\varepsilon$ uniformly. As $v\to1$, every $c'\ne-1$ is mapped to $c\to1$, and $Q_H\to q\,\varepsilon(\hat{\mathbf p})$, which is also what $J$ gives for a massless charge. For $\varepsilon=P_3(c)$ and $1-v=10^{-6}$ the average is $0.99993$, within $10^{-4}$ of the limit 1.

For $\varepsilon=n_z$, axial symmetry gives $Q_H=q\,g(v)\hat v_z$. Writing $vc=1-(1-vc)$,
\begin{align}
g&=\frac{1-v^2}{2v}\int_{-1}^1dc\left[\frac1{(1-vc)^2}-\frac1{1-vc}\right]\nonumber\\
&=\frac1v-\frac{1-v^2}{2v^2}\ln\frac{1+v}{1-v}.
\label{g}
\end{align}
It tends to 1 as $v\to1$. For small $v$ the logarithm is $2v+2v^3/3+\dots$, so $g\simeq2v/3$.

\section{What the charge generates}

Take a ball of radius $R=T-u_0$ at a late time $T$, with $u_0\to-\infty$ after $T\to\infty$. Extend $\varepsilon$ smoothly into the ball. The divergence theorem and Gauss's law give
\[
Q_\varepsilon=\int_{r=R}d^2n\,\varepsilon R^2E_r=\int d^3x\,(\nabla\varepsilon\cdot\mathbf E+\varepsilon\rho).
\]
In temporal gauge the momentum conjugate to $\mathbf A$ is $-\mathbf E$, so $[E_i(\mathbf x),A_j(\mathbf y)]=i\delta_{ij}\delta^3(\mathbf x-\mathbf y)$. With $[\rho(\mathbf x),\psi(\mathbf y)]=-q\psi\,\delta^3(\mathbf x-\mathbf y)$, the volume form gives
\begin{equation}
[Q_\varepsilon,\mathbf A]=i\nabla\varepsilon,\qquad[Q_\varepsilon,\psi]=-q\varepsilon\psi .
\label{generator}
\end{equation}
Thus $i[Q_\varepsilon,\cdot]$ is the gauge transformation $\delta\mathbf A=\nabla\lambda$, $\delta\psi=iq\lambda\psi$ with $\lambda=-\varepsilon$. If $\varepsilon$ vanishes on the boundary, the charge vanishes on physical states and the transformation is a redundancy. If it does not, the charge is a measurable flux. At null infinity $\nabla_\perp\varepsilon=\mathbf D\varepsilon/r$, hence $[Q_\varepsilon,\mathbf a]=i\mathbf D\varepsilon$.

\section{Quantizing the soft part}

Expand the radiation field with real polarization vectors $\mathbf e_\lambda$:
\[
\mathbf A=\sum_\lambda\int\frac{d^3k}{(2\pi)^32\omega}\left[\mathbf e_\lambda a_\lambda(\mathbf k)e^{i\mathbf k\cdot\mathbf x-i\omega t}+\text{h.c.}\right],
\]
with $[a_\lambda(\mathbf k),a^\dagger_{\lambda'}(\mathbf k')]=(2\pi)^32\omega\,\delta_{\lambda\lambda'}\delta^3(\mathbf k-\mathbf k')$. At large $r$, integration by parts in $\hat{\mathbf k}\cdot\mathbf n$ leaves the end points:
\[
\int d^2\hat k\,F(\hat{\mathbf k})e^{i\omega r\hat{\mathbf k}\cdot\mathbf n}\simeq\frac{2\pi}{i\omega r}\left[F(\mathbf n)e^{i\omega r}-F(-\mathbf n)e^{-i\omega r}\right].
\]
The first term depends on $u$ and gives
\[
\mathbf a^+=-\frac i{8\pi^2}\int_0^\infty d\omega\sum_\lambda\mathbf e_\lambda\left[a_\lambda(\omega\mathbf n)e^{-i\omega u}-a_\lambda^\dagger(\omega\mathbf n)e^{i\omega u}\right].
\]
Define $\Delta\mathbf a^+=\lim_{\omega\to0}\int du\cos(\omega u)\,\partial_u\mathbf a^+$. The derivative supplies $-\omega/8\pi^2$ and the cosine supplies $\tfrac12\cdot2\pi$, so
\begin{equation}
\Delta\mathbf a^+(\mathbf n)=-\frac{\mathbf U(\mathbf n)}{8\pi},\quad
\mathbf U(\mathbf n)=\lim_{\omega\to0}\omega\sum_\lambda\mathbf e_\lambda\,(a_\lambda+a_\lambda^\dagger)(\omega\mathbf n).
\label{U}
\end{equation}
The second end point depends on $s$, has the opposite sign and involves $\hat{\mathbf k}=-\mathbf n$. Therefore $\Delta\mathbf a^-(\mathbf n)=+\mathbf U(-\mathbf n)/8\pi$. The divergence of $\mathbf U(-\mathbf n)$ with respect to $\mathbf n$ is $-(\mathbf D\cdot\mathbf U)(-\mathbf n)$. After $\mathbf n\to-\mathbf n$ in \eqref{splitpast}, past and future soft charges have the same form,
\begin{equation}
Q_S=-\frac1{8\pi}\int d^2n\,\varepsilon\,\mathbf D\cdot\mathbf U .
\label{QS}
\end{equation}

One factor needs care. These modes have $[a_\lambda(\omega\mathbf n),a^\dagger_{\lambda'}(\omega'\mathbf n')]=(16\pi^3/\omega)\delta_{\lambda\lambda'}\delta(\omega-\omega')\delta^2(\mathbf n,\mathbf n')$, so on tangent components
\begin{align*}
[a_i(u,\mathbf n),a_j(u',\mathbf n')]
&=\frac{\delta_{ij}\delta^2(\mathbf n,\mathbf n')}{4\pi}\int_0^\infty\frac{d\omega}\omega\,[-2i\sin\omega(u-u')]\\
&=-\frac i4\,\mathrm{sgn}(u-u')\,\delta_{ij}\delta^2(\mathbf n,\mathbf n').
\end{align*}
The step from $u=-\infty$ to $+\infty$ is $-i/2$, and since $Q_S=-\int\mathbf D\varepsilon\cdot\Delta\mathbf a$, one finds $[Q_S,\mathbf a]=\tfrac i2\mathbf D\varepsilon$, half of the canonical shift. Both this half and the missing one are gradients independent of $u$, so neither affects $\mathbf f=-\partial_u\mathbf a$. The expansion of $\mathbf a^+$ alone thus does not reproduce the full canonical shift of the constant part of $\mathbf a$. The matrix elements below use \eqref{QS}, not this commutator.

\section{The soft pole}

Use the metric $(+,-,-,-)$, vertex $-iq\gamma^\mu$, and $e^\mu=(0,\mathbf e_\lambda)$. A photon $k=\omega(1,\mathbf n)$ emitted from an outgoing line inserts
\[
\bar u(p)(-iq\,\gamma\cdot e)\frac{i(\gamma\cdot p+\gamma\cdot k+m)}{2p\cdot k}.
\]
Since $\bar u(p)\,\gamma\cdot e\,(\gamma\cdot p+m)=2e\cdot p\,\bar u(p)$, the pole is
\[
q\,\frac{e\cdot p}{p\cdot k}=-\frac{q}{\omega}\frac{\mathbf e_\lambda\cdot\mathbf p}{E-\mathbf n\cdot\mathbf p}.
\]
On an incoming line the denominator is $(p-k)^2-m^2=-2p\cdot k$, which reverses the sign. Internal lines are off shell and give no pole. The term $\gamma\cdot k$ and the recoil of the hard momenta are suppressed by one power of $\omega$. With the momentum delta functions removed,
\begin{equation}
\langle\mathrm{out}|a_\lambda(\omega\mathbf n)S|\mathrm{in}\rangle\to-\frac{\mathbf e_\lambda\cdot\mathbf V}{\omega}\langle\mathrm{out}|S|\mathrm{in}\rangle .
\label{soft}
\end{equation}
Absorption follows from $k\to-k$ in the same diagrams, which reverses the pole:
\begin{equation}
\langle\mathrm{out}|S\,a_\lambda^\dagger(\omega\mathbf n)|\mathrm{in}\rangle\to+\frac{\mathbf e_\lambda\cdot\mathbf V}{\omega}\langle\mathrm{out}|S|\mathrm{in}\rangle .
\label{absorb}
\end{equation}

The approach to the limit was followed in tree-level electron--muon amplitudes. The scattering is in the $xz$ plane with the outgoing electron at azimuth $0$, the photon has polar angle $100.27^\circ$ and azimuth $40.11^\circ$ with polarization along increasing polar angle, all four spins point along $+z$ in their rest frames, and the direction of the outgoing electron is held fixed when the recoil is taken up. The soft theorem predicts $-0.33610\,e$ for $\omega$ times the ratio of amplitudes. The real part of this quantity is $-0.33793\,e$, $-0.33629\,e$ and $-0.33612\,e$ at $\omega=0.01$, $0.001$ and $0.0001$ MeV. Relative to the prediction, the deviations are about $0.5\%$, $0.06\%$ and $0.006\%$, linear in $\omega$ as expected. The size and sign of this correction depend on the spins and on how the recoil is shared: holding the muon direction fixed instead gives $-0.33437\,e$ at $\omega=0.01$ MeV. Tests with three random sets of spin states gave the same residue.

\section{The Ward identity, in both directions}

Let $|\mathrm{in}\rangle$ and $\langle\mathrm{out}|$ contain no soft photons. In $\langle\mathrm{out}|\mathbf US|\mathrm{in}\rangle$ the $a$ part survives and gives $-\mathbf V$. In $\langle\mathrm{out}|S\mathbf U|\mathrm{in}\rangle$ the $a^\dagger$ part survives and gives $+\mathbf V$. Both multiply $\langle S\rangle=\langle\mathrm{out}|S|\mathrm{in}\rangle$. From \eqref{QS} and \eqref{divV},
\begin{align}
\langle Q_S^+S-SQ_S^-\rangle
&=-\frac1{8\pi}\int d^2n\,\varepsilon\,\mathbf D\cdot(-2\mathbf V)\,\langle S\rangle\nonumber\\
&=\frac1{4\pi}\int d^2n\,\varepsilon\,\mathbf D\cdot\mathbf V\,\langle S\rangle
=-\sum_k\eta_kQ_{H,k}\langle S\rangle .
\label{softside}
\end{align}
The hard operators give $+\sum_k\eta_kQ_{H,k}\langle S\rangle$. Adding the two,
\begin{equation}
\boxed{\langle\mathrm{out}|\,(Q_\varepsilon^+S-SQ_\varepsilon^-)\,|\mathrm{in}\rangle=0 .}
\label{ward}
\end{equation}

Conversely, assume \eqref{ward} for every $\varepsilon$, and let $\langle S\rangle\ne0$. Write $\mathbf U_{\rm out}$ and $\mathbf U_{\rm in}$ for the unknown emission and absorption residues divided by $\langle S\rangle$. Constant $\varepsilon$ removes the soft part and gives $\sum\eta_kq_k=0$. Arbitrary $\varepsilon$ then gives
\[
\tfrac12\mathbf D\cdot(\mathbf U_{\rm out}-\mathbf U_{\rm in})=\sum_k\eta_kq_kw_k=-\mathbf D\cdot\mathbf V .
\]
Two further inputs are needed. Tree-level crossing sets $\mathbf U_{\rm in}=-\mathbf U_{\rm out}$. The absence of a magnetic soft part makes $\mathbf U_{\rm out}$ a gradient. $\mathbf V$ is one too, because $\mathbf v_\perp/(1-\mathbf n\cdot\mathbf v)=-\mathbf D\ln(1-\mathbf n\cdot\mathbf v)$. Hence $\mathbf U_{\rm out}+\mathbf V=\mathbf D\chi$ with $D^2\chi=0$, and
\[
\int d^2n\,|\mathbf D\chi|^2=-\int d^2n\,\chi^*D^2\chi=0 .
\]
So $\mathbf U_{\rm out}=-\mathbf V$, which is \eqref{soft}.

The inversion can be made explicit. Expand each flux profile as $w_k=\sum_\ell w_{k\ell}P_\ell(\mathbf n\cdot\hat{\mathbf v}_k)$. Because $D^2P_\ell=-\ell(\ell+1)P_\ell$,
\[
\mathbf V=\mathbf D\sum_k\eta_kq_k\sum_{\ell\ge1}\frac{w_{k\ell}}{\ell(\ell+1)}P_\ell(\mathbf n\cdot\hat{\mathbf v}_k).
\]
For the photon direction and polarization used above, this reconstruction from Coulomb flux gives $-\mathbf e_\lambda\cdot\mathbf V=-0.33610\,e$, the value of the soft theorem.

\section{Reading the opening numbers}

The electron has $v=0.8905$ and $g=0.7511$. The muon has $v=0.009464$ and $g=0.00631$, which agrees with $2v/3$. Initially the electron moves along $+z$ and the muon along $-z$. With $\cos60^\circ=\tfrac12$,
\begin{align*}
Q_H^{\rm in}&=(-0.7511+0.0063)\,e=-0.7448\,e,\\
Q_H^{\rm out}&=\tfrac12(-0.7511+0.0063)\,e=-0.3724\,e .
\end{align*}
The change is $+0.3724\,e$, of which the electron gives $+0.3756\,e$ and the muon only $-0.0032\,e$, because a slow particle spreads its flux almost evenly. Equation \eqref{softside} requires a soft part of $-0.3724\,e$, or $-5.966\times10^{-20}$ C. The Feynman amplitudes, integrated over the sphere, give this value. At $\omega=10^{-4}$ MeV the sum of the two parts is below $10^{-10}e$ for the spins and recoil rule used above, and of order $10^{-9}e$ or smaller for the other choices tried; it falls as $\omega^2$. The linear correction in $\omega$ drops out here, since emission and absorption enter as values of one function at $\omega$ and $-\omega$.

The soft number is not an electric charge carried by photons: for $\varepsilon=1$ it vanishes. It is the ratio $\langle Q_S^+S-SQ_S^-\rangle/\langle S\rangle$, which records how the angular pattern of the field at infinity was rearranged. A less symmetric parameter, $\varepsilon=n_xn_z+\tfrac12n_yn_z+n_y$, gives a hard change of $-0.2297\,e$ and a soft part of $+0.2297\,e$. Both come from $n_xn_z$ alone: the terms odd in $n_y$ contribute nothing, because the scattering lies in the $xz$ plane. For both parameters the magnetic projection of the amplitudes was tested to vanish within $10^{-5}e$.

The result holds for tree amplitudes at leading order in $\omega$, with the hard momenta held fixed as $\omega\to0$. Infrared-divergent loops are outside this derivation. For a massless charge $\mathbf V$ is singular at $\mathbf n=\hat{\mathbf p}$, so \eqref{divV} must be read under the integral with smooth $\varepsilon$, where the hard charge has the finite limit $q\,\varepsilon(\hat{\mathbf p})$. With magnetic charges the gradient condition fails, and the electric Ward identity alone no longer fixes the soft factor.

\section*{Computed values}
\begin{verbatim}
Process: electron + muon -> electron + muon (+ soft photon)
electron mass = 0.510999 MeV
muon mass = 105.6584 MeV
centre-of-mass momentum = 1.0 MeV
scattering angle = 60.0 degrees
electron energy = 1.122996 MeV
muon energy = 105.663108 MeV
electron speed = 0.890475 c
muon speed = 0.009464 c
smearing factor g, electron = 0.751105
smearing factor g, muon = 0.006309
Parameter eps = n_z:
  hard charge, electron in = -0.751105 e
  hard charge, muon in = 0.006309 e
  hard charge, electron out = -0.375552 e
  hard charge, muon out = 0.003155 e
  hard charge, all incoming = -0.744795 e
  hard charge, all outgoing = -0.372398 e
  hard change, out minus in = 0.372398 e
  soft charge from Feynman amplitudes = -0.372398 e
  soft charge in SI = -5.96647e-20 C
  size of soft + hard change = 6.3e-11 e
Parameter eps = n_x n_z + n_y n_z/2 + n_y:
  hard change = -0.229713 e
  soft charge = 0.229713 e
Photon direction for the soft limit:
  polar angle = 100.268 degrees
  azimuth = 40.107 degrees
omega*M5/M4, polarization along increasing polar angle:
  omega = 0.0100 MeV: real part = -0.3379315 e
  omega = 0.0010 MeV: real part = -0.3362893 e
  omega = 0.0001 MeV: real part = -0.3361172 e
  soft theorem = -0.3360980 e
  rebuilt from Coulomb flux = -0.3360980 e
Classical unit charge with a smooth velocity change:
  rate of radial flux = 0.108497 (charge/time unit)
  divergence of radiation field = 0.108497 (same unit)
  memory, integrated field = 0.041748 (charge)
  memory, formula = 0.041748 (charge)
Antipodal matching, unit charge, radial flux per steradian:
  future, direction n = 0.039947
  past, direction -n = 0.039947
  past, direction n = 0.041238
Massless limit of P3 average at v = 1-1e-6: 0.999936
Gauge shift from Fock modes alone / full shift = 0.5000
\end{verbatim}
